# Why a contact dipole cannot pin the barrier of an end-contacted nanotube

A semiconducting nanotube of radius $R$ ends on a flat, grounded metal. Charge that collects in the tube near the contact, together with its image in the metal, has a dipole moment $p$. Far along the tube its potential is

$$\phi(z)\simeq \frac{p}{z^{2}},\qquad p=2\int_0^\infty \lambda(z)\,z\,dz ,$$

where $\lambda$ is the charge per length and $z$ the distance from the metal. The potential vanishes at large $z$, so the contact charge leaves the distant band edges where the work functions put them. At a planar junction the same charge repeats over the whole interface and produces a constant step, which can pin the barrier. What survives in the tube is a local hump in the potential, a few nanometres long. It is a barrier for holes if $p>0$ and for electrons if $p<0$.

The algebra uses atomic units. In the numbers, energies are in eV and lengths in nm, and each Coulomb term carries $e^2=1.440$ eV nm.

## Geometry makes the step

Take two rings of charge $\pm q$, a small distance $d$ apart on the tube axis, with $p=qd$. A point on the wall at axial distance $z$ lies at $\sqrt{z^2+4R^2\sin^2 t}$ from a ring element, where $2t$ is the angle between them. Differentiating the mean inverse distance gives

$$\phi=-p\frac{d}{dz}\frac{2}{\pi}\int_0^{\pi/2}\!\frac{dt}{\sqrt{z^2+4R^2\sin^2t}}
=\frac{2pz}{\pi}\int_0^{\pi/2}\!\frac{dt}{(z^2+4R^2\sin^2t)^{3/2}} .$$

Replace $t$ by $\pi/2-t$ and set $s=z^2+4R^2$, $\mu=4R^2/s$, $w=\sqrt{1-\mu\sin^2t}$. The bracket becomes $s\,w^2$. Direct differentiation shows that

$$\mu\frac{d}{dt}\frac{\sin t\cos t}{w}=w-\frac{1-\mu}{w^3}.$$

The left side integrates to zero, so $\int_0^{\pi/2} w^{-3}dt=E(\mu)/(1-\mu)$, with $E(\mu)=\int_0^{\pi/2} w\,dt$ the complete elliptic integral. Since $1-\mu=z^2/s$,

$$\phi(z)=\frac{2p\,E(\mu)}{\pi z\sqrt{z^2+4R^2}} .$$

For $z\ll R$, $E\to1$ and $\phi\to p/(\pi Rz)$: the ring looks like a straight line of dipoles. For $z\gg R$, $E\to\pi/2$ and $\phi\to p/z^2$. The local decay exponent is 1.00 at $z=0.01R$, 1.02 at $z=R$ and 2.00 at $z=100R$. Neither range contains a constant step.

Now spread such dipoles over a disk of radius $a$, one per area $A$. On its axis, at distances large compared with the dipole spacing,

$$\phi=\frac{p}{A}\int_0^a\frac{z\,2\pi r\,dr}{(z^2+r^2)^{3/2}}
=\frac{2\pi p}{A}\left(1-\frac{z}{\sqrt{z^2+a^2}}\right).$$

For $z\ll a$ this is the constant $2\pi p/A$. For $z\gg a$ it is $\pi a^2p/(Az^2)$, the field of one large dipole. A sum over 3001 dipoles in a patch of radius 50 nm gives 0.90 of the full step at 5 nm, 0.29 at 50 nm and 0.00125 at 1000 nm. A step therefore needs lateral extent much larger than the distance at which it is felt. The metal's own surface dipole has that extent, and it is already counted in the work function.

## The charge that tries to pin

Let the Fermi level be zero. Before charge flows, the tube's midgap level lies at $\Delta=\Phi_{\rm metal}-\Phi_{\rm tube}$, where $\Phi_{\rm tube}$ is the depth of midgap below vacuum. A positive potential lowers electron energies, so the midgap level becomes $\Delta-\phi(z)$.

In a two-band model with velocity $v$ and half gap $m$, the band energies are $\pm\sqrt{m^2+v^2k^2}$. Inside the gap, $k=i\kappa$ with $\kappa=\sqrt{m^2-E^2}/v$, where $E$ is measured from midgap. An electron arriving from a perfectly transparent metal with the same velocity is totally reflected. The incoming and reflected waves have equal weight, so the density, averaged over neighbouring atoms, is 2 at the contact and $2e^{-2\kappa z}$ inside. There are $g/(2\pi v)$ incoming states per energy and length, with $g=4$ for spin and two valleys. At midgap the density of gap states is therefore

$$D\,e^{-z/\ell},\qquad D=\frac{g}{\pi v},\qquad \ell=\frac{v}{2m}.$$

In a semiconducting tube the wavevector around the circumference misses the band crossing by $1/(3R)$. Hence $m=v/(3R)$ and $\ell=3R/2$.

By electron–hole symmetry these states are neutral when filled to midgap. If midgap lies above the Fermi level, the states between the two are empty and leave positive charge. Using the midgap density throughout this interval,

$$\lambda(z)=D\,e^{-z/\ell}\,[\Delta-\phi(z)] .$$

This charge raises $\phi$ and pulls midgap towards the Fermi level. The feedback is the same in a tube and in a planar junction; the electrostatics differs.

## The same feedback in an array

Pack identical tubes side by side on the metal, one per area $A$, and average the potential laterally. With $y=\Delta-\phi$ and dielectric constant $\varepsilon$, Poisson's equation $\phi''=-4\pi\lambda/(A\varepsilon)$ becomes

$$y''=k^2e^{-z/\ell}y,\qquad k^2=\frac{4\pi D}{A\varepsilon}.$$

Put $x=2\ell k$ and $u=x\,e^{-z/2\ell}$, so that $du/dz=-u/(2\ell)$. Then $y''=(u^2y_{uu}+uy_u)/(4\ell^2)$, while the right side is $u^2y/(4\ell^2)$. The result is the modified Bessel equation $u\,y_{uu}+y_u-u\,y=0$. Its solution $K_0(u)$ grows linearly with $z$ and is excluded by the vanishing distant field. With $y(0)=\Delta$,

$$y(z)=\Delta\frac{I_0(xe^{-z/2\ell})}{I_0(x)},\qquad \frac{y(\infty)}{\Delta}=\frac1{I_0(x)} .$$

This is a true pinning factor: 1 means no pinning and 0 means midgap held at the Fermi level.

## The feedback in one tube

For a single tube each ring of charge acts with its image:

$$\phi(z)=\int_0^\infty\lambda(z')\,[G(z-z')-G(z+z')]\,dz',$$

where $G(u)$ is the mean inverse distance from a wall point to a ring at axial distance $u$. Far away $G(u)\to1/|u|$, so the bracket becomes

$$\frac1{z-z'}-\frac1{z+z'}=\frac{2z'}{z^2-z'^2}\to\frac{2z'}{z^2}.$$

Integration gives $\phi\to p/z^2$. Feedback changes $p$, but it cannot turn this tail into a constant while the charge stays near the contact.

The filled bands of the tube also polarize. At wavevector $k$ the two-band Hamiltonian points along an angle $\theta$ with $\tan\theta=m/(vk)$. The position matrix element between the bands is $\tfrac12|d\theta/dk|=vm/(2E_k^2)$, with $E_k=\sqrt{m^2+v^2k^2}$, and the energy denominator is $2E_k$. For this lowest pair of bands in each valley, second-order perturbation theory gives the polarizability per length

$$\alpha=2g\int\frac{dk}{2\pi}\frac{v^2m^2}{4E_k^4}\frac1{2E_k}
=\frac{gv^2m^2}{8\pi}\cdot\frac{4}{3vm^4}=\frac{gv}{6\pi m^2},$$

where the substitution $vk=m\tan\beta$ reduces the integral to $\int\cos^3\beta\,d\beta=4/3$.

The polarization $-\alpha\phi'$ carries the charge $\alpha\phi''$. Its first moment is

$$\alpha\int_0^\infty z\phi''dz=\alpha[z\phi'-\phi]_0^\infty=\alpha\phi(0)=0,$$

because the metal is grounded. Bound charge at the tube end sits at $z=0$ and has no moment either. In this local form, with the wall reaching the metal, polarization therefore adds nothing directly to $p$. It does so indirectly: by reducing $\phi$ near the contact it leaves $\Delta-\phi$, and hence the gap-state charge, larger.

This local response holds when $\phi$ varies slowly over $v/m=3R$. The hump does not satisfy that, so local response overestimates the screening there. The numbers below are given for frozen walls ($\alpha=0$) and for locally polarizable walls, as two approximations rather than strict bounds.

## A 1.4 nm tube

Take $R=0.70$ nm, bond length 0.142 nm and hopping 2.7 eV, rough values for a carbon nanotube. In the nearest-neighbour model $v=\tfrac32(0.142)(2.7)=0.575$ eV nm. Then $m=0.575/2.1=0.274$ eV, $\ell=1.05$ nm, $D=4/(0.575\pi)=2.21$ per eV nm and $\alpha=2.34$ nm². The offset is chosen as $\Delta=0.10$ eV.

In the array, with 0.34 nm between walls, $A=2.62$ nm². For frozen walls $k^2=4\pi(1.440)(2.214)/2.622=15.3$ nm⁻², so $x=8.2$ and the pinning factor is 0.002. Here $1/k=0.26$ nm is much shorter than the 1.74 nm tube spacing, so the lateral average is rough: discrete rings on the hexagonal lattice give about 0.004, which moves the distant level by only 0.0002 eV. For polarizable walls $\varepsilon=1+4\pi\alpha/A=12.2$, so $x=2.35$ and the factor is 0.34. Gap states, offset and tube are held fixed in the comparison with one tube, and thermal carriers are left out of both:

| $z$ (nm) | tube $\phi$ (eV), frozen / polarizable | array $\phi$ (eV), frozen / polarizable |
|---|---|---|
| 1 | 0.068 / 0.035 | 0.094 / 0.045 |
| 5 | 0.018 / 0.022 | 0.100 / 0.065 |
| 10 | 0.0037 / 0.0076 | 0.100 / 0.066 |
| 50 | 0.0001 / 0.0002 | 0.100 / 0.066 |

Within about a nanometre of the contact the tube and array potentials are of similar size; by 5 nm they have clearly parted. The hole barrier is $m-\Delta+\phi$. Far along the single tube it is $0.274-0.100=0.174$ eV, the unpinned value. In the array it is 0.274 eV or 0.240 eV.

The dipole is 0.23 e nm for frozen walls and 0.33 e nm for polarizable ones, the increase expected above. At 10 nm, $1.440\,p/z^2$ gives 0.0033 and 0.0048 eV, below the computed values, so the asymptotic law is not yet accurate there. At 70 nm the ratio of $\phi$ to this law is 1.002 and 1.04. The slower approach for polarizable walls comes from their induced charge $\alpha\phi''\simeq6\alpha p/z^4$. Its third moment grows as $6\alpha p\ln z$ and enters the potential with the factor $2/z^4$, from the next term of the bracket above. The induced charge around $z$ itself adds about $2\ln(z/R)$ times its density. Each gives a relative correction near $12\alpha\ln(z/R)/z^2$, together about 0.05 at 70 nm to logarithmic accuracy.

Weak gap states are not the reason for the missing step. With ten times as many, and frozen walls, the hump reaches 0.096 eV, nearly the whole offset, yet $\phi$ is 0.011 eV at 10 nm and 0.0003 eV at 50 nm.

## What the hump does to the current

The hump peaks at 0.069 eV, 0.8 nm from the metal, for frozen walls, and at 0.038 eV, 1.7 nm away, for polarizable ones. Its effect on holes follows from the two-band wave equation

$$[-iv\sigma_z\partial_z+m\sigma_x+\Delta-\phi(z)]\psi=E\psi ,$$

joined to a metal with $m=0$. The transmission $T(E)$ is the transmitted flux divided by the incident flux. At energy $kT$ below the distant valence edge and 300 K, $T$ is 0.58 without the hump and 0.21 or 0.23 with it.

The electrical conductance of the holes at small voltage is proportional to $\int T(E)(-df/dE)\,dE$, taken over the valence band, with $f$ the Fermi function at 300 K. Let $g_0$ and $g_1$ be its values without and with the hump. An equivalent rise of the barrier is $kT\ln(g_0/g_1)$, which is 0.025 eV for frozen walls and 0.022 eV for polarizable ones. These two approximations do not bracket the two-band model. With the full nonlocal response of the junction the hump is about 0.065 eV, the dipole about 0.39 e nm, $\phi$ about 0.009 eV at 10 nm, and the equivalent rise about 0.028 eV. The array raises the barrier by 0.100 or 0.066 eV. The dipole thus impedes the current without fixing the distant barrier.

## Where the result stops

The parameters suit a nanotube end-bonded to a metal or metal carbide, but the offset is a chosen value, and a real contact need not be perfectly transparent. Moving the image plane 0.2 nm behind the tube end changes the frozen-wall hump from 0.069 to 0.072 eV. Using the longer decay length of states 0.10 eV from midgap, 1.13 nm, gives 0.070 eV. With polarizable walls the position of the image plane matters more: the bound charge at the tube end then has a moment, and the wall adds $2\alpha\phi$, taken at the tube end, directly to $p$.

Higher subbands are left out. Their wavevectors around the circumference miss the band crossing by $j/(3R)$ with $j=2,4,5,7,\dots$, and $\alpha$ varies as $1/m^2$, so together they would raise $\alpha$ by a factor of 1.46. Their gap states decay faster and would raise the frozen-wall hump to about 0.08 eV. Neither changes the decay of the potential far along the tube.

The largest omitted effect among those estimated here is the attraction of a carrier to its own image, $\tfrac12G(2z)$. Unscreened, it is 0.38 eV at the frozen-wall hump and 0.036 eV at 10 nm. It exceeds the hump, so the equivalent barrier rise of 0.02 to 0.03 eV is a result of this model, not a device prediction. The attraction lowers electron and hole barriers alike and fades with distance, so it does not pin midgap either.

Charge spread along the tube is a different matter. A uniform density $n$ gives a potential near $2n\ln(2z/R)$, which grows with distance. Here thermal holes number $2.9\times10^{-4}$ per nm and shift the bands of a 100 nm tube by at most about 0.004 eV, to first order. In an undoped, isolated tube this drift towards neutrality continues with length, but only logarithmically: one metre from the contact the first-order formula gives 0.018 eV, and because the shift itself depletes the holes the self-consistent value is only about 0.012 eV. In the array the potential of thermal holes adds over the whole area and grows much faster. The array values above therefore describe gap-state charge alone; with polarizable walls, thermal holes would carry midgap noticeably closer to the Fermi level within tens of nanometres. Doping or a gate can also move the distant level: a gate that brings midgap to the Fermi level moves it by the full 0.10 eV.

Short channels set another limit. At 5 nm from one contact $\phi$ is still about 0.02 eV, so a 10 nm channel has hardly any unpinned plateau. Side contacts, surrounding oxide and bonding detail lie outside the model. The numerical output gives the remaining distances and variants.

## Computed values

```
tube radius 0.70 nm; hopping 2.70 eV; bond 0.142 nm
temperature 300 K: kT = 0.02585 eV; e^2 = 1.4400 eV nm
hbar*velocity = 0.5751 eV nm; band gap = 0.5477 eV
bare midgap minus Fermi level = 0.100 eV
gap states at contact = 2.214 per eV nm; decay = 1.050 nm
wall polarizability = 2.343 nm^2
array: wall gap 0.34 nm, area per tube 2.622 nm^2
array dielectric constant, polarizable walls = 12.23
ring decay exponent at z/R=0.01, 1, 100: 1.000, 1.017, 1.999
patch of 3001 dipoles, radius 50 nm, phi/full step:
  z = 5 nm: 0.90059
  z = 50 nm: 0.29322
  z = 1000 nm: 0.00125
phi in eV: tube frozen, tube polarizable, array frozen, array polarizable
  z =  0.5 nm: 0.06612 0.02455 0.08012 0.02982
  z =  1.0 nm: 0.06849 0.03453 0.09428 0.04519
  z =  2.0 nm: 0.05706 0.03763 0.09892 0.05852
  z =  5.0 nm: 0.01845 0.02194 0.09978 0.06548
  z = 10.0 nm: 0.00370 0.00757 0.09981 0.06588
  z = 20.0 nm: 0.00084 0.00167 0.09981 0.06588
  z = 50.0 nm: 0.00013 0.00021 0.09981 0.06588
hump, frozen: 0.0689 eV at 0.83 nm
hump, polarizable: 0.0380 eV at 1.73 nm
dipole with image: frozen 0.2293, polarizable 0.3334 e nm
phi*z^2/p at 70 nm: frozen 1.0017, polarizable 1.0445
array pinning factor: frozen 0.00192, polarizable 0.3412
distant hole barrier, single tube = 0.1739 eV
distant hole barrier, array: frozen 0.2737, polarizable 0.2397 eV
hole transmission kT below edge: no hump 0.578, frozen 0.209, polarizable 0.232
effective barrier increase by hump: frozen 0.0245, polarizable 0.0218 eV
frozen-wall variants: hump maximum, phi at 10 nm, phi at 50 nm (eV)
  ten times the gap states: 0.0963 0.01081 0.000339
  image plane 0.2 nm behind tube end: 0.0723 0.00410 0.000146
  decay length 1.128 nm: 0.0703 0.00430 0.000150
net thermal holes far away = 2.895e-04 per nm
their largest first-order shift, 100 nm tube = 0.0037 eV
carrier image attraction (unscreened): at frozen hump 0.3793 eV, at 10 nm 0.0360 eV
```
